**Positronium hyperfine splitting at leading order: (1/3 + 1/4) mα⁴**

At tree level the splitting E(n³S₁) − E(n¹S₀) equals (1/3 + 1/4) mα⁴/n³, where m is the electron mass, α the fine-structure constant, 1/3 comes from magnetic photon exchange and 1/4 from the annihilation contact term (πα/m²)S²δ³(r), with S the total spin. The program obtains the fermion signs of the two diagrams from Jordan-Wigner matrices and asserts that potentials built from exact Dirac spinors match the Coulomb formula within a relative error 10p²/m² and approach the spin-spin and annihilation formulas with errors falling as p². It asserts the Dirac Fierz coefficients (1, −1/2, −1/2, −1, 0 for S, V, A, P, T) by a linear solve, the Pauli Fierz identity, the exact annihilation current and its vanishing for the singlet. Diagonalization of a model of fermions at rest and a photon of mass λ in unit volume reproduces the triplet shift 2e²/(4m² − λ²), including the change of sign for λ > 2m. A finite-difference radial solution gives |ψ(0)|², a Biot-Savart quadrature in SI units gives the exchange part, and the rotation-averaged exact amplitude times the numerical |ψ(0)|² gives 0.33333 + 0.25000. The output shows 116.792 GHz from exchange, 87.594 GHz from annihilation and 204.387 GHz (845.28 μeV) in total, with α times the total, 1.49 GHz, as the scale of the neglected terms.

## Check in Python

```python
# Result under test: leading-order positronium hyperfine splitting
#   E(n 3S1) - E(n 1S0) = (1/3 + 1/4) m alpha^4 / n^3,
# from exchange  V_ss  = (pi alpha/m^2)[s1.s2 - (s1.qhat)(s2.qhat)]  (s = Pauli matrices)
# and annihilation V_ann = (pi alpha/m^2) S^2, S^2 = (3 + s1.s2)/2,
# with |psi_n(0)|^2 = m^3 alpha^3/(8 pi n^3).
# hbar = c = m = 1, metric (+,-,-,-), Dirac representation, e^2 = 4 pi alpha.
# e-(p1) e+(p2) -> e-(p3) e+(p4), CM frame, q = p3 - p1, V = -M/(2E)^2.
# u(p,xi) electron spinor, v(p,chi) = i gamma^2 u(p,chi)^*, chi physical positron spin.
# Potentials are given per alpha/m^2; spin basis is electron x positron.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

pi = np.pi
I2, O2 = np.eye(2), np.zeros((2, 2))
sig = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
       np.array([[1, 0], [0, -1]], complex)]
gam = [np.block([[I2, O2], [O2, -I2]]).astype(complex)] + \
      [np.block([[O2, s], [-s, O2]]) for s in sig]
g5 = 1j * gam[0] @ gam[1] @ gam[2] @ gam[3]
met = np.array([1.0, -1.0, -1.0, -1.0])
spin = np.eye(2, dtype=complex)
ss = sum(np.kron(s, s) for s in sig)
Stot = [0.5 * (np.kron(s, I2) + np.kron(I2, s)) for s in sig]
S2 = sum(S @ S for S in Stot)
assert np.allclose(S2, (3 * np.eye(4) + ss) / 2)
sdot = lambda p: sum(p[i] * sig[i] for i in range(3))
energy = lambda p: np.sqrt(1 + p @ p)
bar = lambda w: w.conj() @ gam[0]
dag = lambda A: A.conj().T


def u(p, xi):
    E = energy(p)
    return np.sqrt(E + 1) * np.concatenate([xi, sdot(p) @ xi / (E + 1)])


def v(p, chi):
    return 1j * gam[2] @ u(p, chi).conj()


def jordan_wigner(n):
    low, Z, ops = np.array([[0.0, 1.0], [0.0, 0.0]]), np.diag([1.0, -1.0]), []
    for k in range(n):
        M = np.eye(1)
        for j in range(n):
            M = np.kron(M, Z if j < k else (low if j == k else I2))
        ops.append(M)
    return ops


# Operator signs of <f| psibar psi psibar psi |i> from explicit fermion matrices
b1, d2, b3, d4 = jordan_wigner(4)
vac = np.eye(16)[0]
ket, bra = b1.T @ d2.T @ vac, vac @ d4 @ b3
psi_ops = [b1, d2.T, b3, d4.T]
wick = []
for i, j, k, l in itertools.product(range(4), repeat=4):
    a = bra @ psi_ops[i].T @ psi_ops[j] @ psi_ops[k].T @ psi_ops[l] @ ket
    if abs(a) > 0.5:
        wick.append((i, j, k, l, a))
sign = {w[:4]: w[4] for w in wick}
assert len(wick) == 4
assert sign[(2, 0, 1, 3)] == -1 and sign[(1, 3, 2, 0)] == -1
assert sign[(2, 3, 1, 0)] == 1 and sign[(1, 0, 2, 3)] == 1


def potentials(p, pp):
    """Exchange and annihilation spin matrices from exact spinors."""
    E = energy(p)
    P = [np.r_[E, p], -np.r_[E, -p], np.r_[E, pp], -np.r_[E, -pp]]
    Vt, Vs = np.zeros((4, 4), complex), np.zeros((4, 4), complex)
    for s1, s2, s3, s4 in itertools.product(range(2), repeat=4):
        w = [u(p, spin[s1]), v(-p, spin[s2]), u(pp, spin[s3]), v(-pp, spin[s4])]
        for i, j, k, l, a in wick:
            kph = P[j] - P[i]
            jj = sum(met[mu] * (bar(w[i]) @ gam[mu] @ w[j]) * (bar(w[k]) @ gam[mu] @ w[l])
                     for mu in range(4))
            M = 2 * pi * a * jj / (kph @ (met * kph))
            target = Vt if (i - j) % 2 == 0 else Vs
            target[2 * s3 + s4, 2 * s1 + s2] += -M / (4 * E * E)
    return Vt, Vs


n1 = np.array([0.36, -0.48, 0.80])
n2 = np.array([2.0, 2.0, -1.0]) / 3
errs = []
for pm in (0.02, 0.01):
    Vt, Vs = potentials(pm * n1, pm * n2)
    q = pm * (n2 - n1)
    c = np.array([[np.trace(Vt @ np.kron(a, b)) / 4 for b in sig] for a in sig])
    errs.append((np.abs(c - pi * (np.eye(3) - np.outer(q, q) / (q @ q))).max(),
                 np.abs(Vs - pi * S2).max()))
    coulomb = (np.trace(Vt) / 4 * (q @ q)).real
    assert abs(coulomb / (-4 * pi) - 1) < 10 * pm**2
    assert max(errs[-1]) < 40 * pm**2
assert 3.8 < errs[0][0] / errs[1][0] < 4.2 and 3.8 < errs[0][1] / errs[1][1] < 4.2

# Currents: charge conjugation (exact), annihilation current (exact), spin current (small p)
pa, pb = 0.9 * n1, 1.7 * n2
xi, chi = np.array([0.6, 0.8j]), np.array([0.28 - 0.96j, 1.0]) / np.sqrt(2)
eta = -1j * sig[1] @ chi.conj()
Ea = energy(pa)
for mu in range(4):
    assert abs(bar(v(pa, xi)) @ gam[mu] @ v(pb, chi) - bar(u(pb, chi)) @ gam[mu] @ u(pa, xi)) < 1e-12
    exact = bar(v(-pa, chi)) @ gam[mu] @ u(pa, xi)
    form = 0 if mu == 0 else eta.conj() @ (2 * Ea * sig[mu - 1] - 2 * pa[mu - 1] * sdot(pa) / (Ea + 1)) @ xi
    assert abs(exact - form) < 1e-12
    singlet = bar(v(-pa, spin[1])) @ gam[mu] @ u(pa, spin[0]) - bar(v(-pa, spin[0])) @ gam[mu] @ u(pa, spin[1])
    assert abs(singlet) < 1e-12
pc, pd = 1e-3 * n1, 1e-3 * n2
sig_avg = np.array([chi.conj() @ s @ xi for s in sig])
gordon = (pc + pd) * (chi.conj() @ xi) + 1j * np.cross(sig_avg, pd - pc)
assert np.abs(np.array([bar(u(pd, chi)) @ gam[i] @ u(pc, xi) for i in (1, 2, 3)]) - gordon).max() < 1e-8

# Dirac Fierz coefficients by a linear solve in the 16 x 16 product basis
basis = [np.eye(4, dtype=complex)] + gam + [g @ g5 for g in gam] + [g5] + \
        [gam[a] @ gam[b] for a, b in itertools.combinations(range(4), 2)]
lhs = sum(met[mu] * np.einsum('ab,cd->abcd', gam[mu], gam[mu]) for mu in range(4))
A = np.array([np.einsum('ad,cb->abcd', x, y).ravel() for x in basis for y in basis]).T
coef = np.linalg.solve(A, lhs.ravel()).reshape(16, 16)
assert np.allclose(coef, np.diag(np.r_[1, -met / 2, -met / 2, -1, np.zeros(6)]), atol=1e-12)
# Pauli Fierz
lhs2 = sum(np.einsum('ab,cd->abcd', s, s) for s in sig)
rhs2 = 1.5 * np.einsum('ad,cb->abcd', I2, I2) - 0.5 * sum(np.einsum('ad,cb->abcd', s, s) for s in sig)
assert np.allclose(lhs2, rhs2)
eta2 = -1j * sig[1] @ xi.conj()
assert abs(eta.conj() @ eta2 - xi.conj() @ chi) < 1e-14
assert all(abs(eta.conj() @ s @ eta2 + xi.conj() @ s @ chi) < 1e-14 for s in sig)
# Fierz pieces at rest against the unrearranged product
z = np.zeros(3)
groups = {'S': [0], 'V': [1, 2, 3, 4], 'A': [5, 6, 7, 8], 'P': [9]}
piece = {g: np.zeros((4, 4), complex) for g in groups}
direct = np.zeros((4, 4), complex)
for s1, s2, s3, s4 in itertools.product(range(2), repeat=4):
    w1, w2, w3, w4 = u(z, spin[s1]), v(z, spin[s2]), u(z, spin[s3]), v(z, spin[s4])
    at = (2 * s3 + s4, 2 * s1 + s2)
    direct[at] = sum(met[m_] * (bar(w3) @ gam[m_] @ w4) * (bar(w2) @ gam[m_] @ w1) for m_ in range(4))
    for g, idx in groups.items():
        piece[g][at] = sum(coef[n, n] * (bar(w3) @ basis[n] @ w1) * (bar(w2) @ basis[n] @ w4) for n in idx)
assert np.allclose(direct, sum(piece.values())) and np.allclose(direct, -4 * S2)
assert np.allclose(piece['S'], -4 * np.eye(4)) and np.allclose(piece['V'], -2 * np.eye(4))
assert np.allclose(piece['A'], -2 * ss) and np.allclose(piece['P'], 0)

# Fock model: fermions at rest plus a zero-momentum photon of mass lam, unit volume
bu, bd, du, dd = jordan_wigner(4)
psi = [sum(u(z, spin[s])[a] * (bu, bd)[s] + v(z, spin[s])[a] * (du, dd)[s].T for s in range(2)) / np.sqrt(2)
       for a in range(4)]
bilin = lambda G: sum(G[a, b] * dag(psi[a]) @ psi[b] for a in range(4) for b in range(4))
cur = [bilin(gam[0] @ gam[i]) for i in (1, 2, 3)]
Sfield = [bilin(np.kron(I2, s) / 2) for s in sig]
for op, val in ((du, 0.5), (dd, -0.5), (bu, 0.5), (bd, -0.5)):
    assert np.allclose(Sfield[2] @ op.T @ vac, val * op.T @ vac)
nb, nd = np.diag(bu.T @ bu + bd.T @ bd), np.diag(du.T @ du + dd.T @ dd)
a3, I3 = np.diag(np.sqrt([1.0, 2.0]), 1), np.eye(3)
ph = [np.kron(np.kron(a3, I3), I3), np.kron(np.kron(I3, a3), I3), np.kron(np.kron(I3, I3), a3)]
Nph = sum(a.T @ a for a in ph)
S2field = np.kron(sum(S @ S for S in Sfield), np.eye(27))
charge = np.repeat(nb - nd, 27)
bare_pair = np.kron((nb == 1) & (nd == 1), np.eye(27)[0])
e_model = 0.003


def fock_shifts(lam):
    H = np.kron(np.diag(nb + nd), np.eye(27)) + lam * np.kron(np.eye(16), Nph) \
        + e_model / np.sqrt(2 * lam) * sum(np.kron(cur[i], ph[i] + ph[i].T) for i in range(3))
    sector = lambda Q: np.where(np.abs(charge - Q) < 0.1)[0]
    Ee, Ep = (np.linalg.eigvalsh(H[np.ix_(sector(Q), sector(Q))])[0] for Q in (1, -1))
    s0 = sector(0)
    w, U = np.linalg.eigh(H[np.ix_(s0, s0)])
    pick = np.argsort(bare_pair[s0] @ np.abs(U)**2)[-4:]
    out = sorted(((U[:, k].conj() @ S2field[np.ix_(s0, s0)] @ U[:, k]).real, w[k] - Ee - Ep + w[0]) for k in pick)
    assert abs(out[0][0]) < 1e-3 and all(abs(o[0] - 2) < 1e-3 for o in out[1:])
    return out[0][1], [o[1] for o in out[1:]]


fock = {}
for lam in (0.8, 3.0):
    sh0, sh1 = fock_shifts(lam)
    pred = 2 * e_model**2 / (4 - lam**2)
    assert all(abs(x / pred - 1) < 1e-3 for x in sh1) and abs(sh0) < 1e-3 * abs(pred)  # O(e^4) remains
    fock[lam] = (sh0, np.mean(sh1), pred)
assert fock[0.8][1] > 0 > fock[3.0][1]

# Radial equation, reduced mass 1/2, length unit 1/(m alpha): -u'' - u/r = E u
h = 0.004
r = h * np.arange(1, 25000)
En, Un = eigh_tridiagonal(2 / h**2 - 1 / r, -np.ones(len(r) - 1) / h**2, select='i', select_range=(0, 1))
dens0 = []
for n in (1, 2):
    R = Un[:, n - 1] / np.sqrt(h) / r
    dens0.append((3 * R[0] - 3 * R[1] + R[2])**2 / (4 * pi))
    assert abs(En[n - 1] * 4 * n * n + 1) < 1e-4 and abs(dens0[-1] * 8 * pi * n**3 - 1) < 1e-4
form_factor = lambda q: 1 / (1 + q * q)**2
for qv in (0.5, 1.3, 3.0):
    assert abs(np.sum(Un[:, 0]**2 * np.sinc(qv * r / pi)) - form_factor(qv)) < 1e-4

# Momentum-space expectation of the spin-spin kernel by quadrature
ct, wt = np.polynomial.legendre.leggauss(8)
dirs = [(np.array([np.sqrt(1 - c * c) * np.cos(f), np.sqrt(1 - c * c) * np.sin(f), c]), w / 24)
        for c, w in zip(ct, wt) for f in 2 * pi * np.arange(12) / 12]
kernel = sum(w * pi * (ss - np.kron(sdot(n), sdot(n))) for n, w in dirs)
radial = quad(lambda q: q * q * form_factor(q), 0, np.inf)[0] / (2 * pi**2)
lev = np.linalg.eigvalsh(kernel * radial)
assert np.allclose(lev, [-1 / 4, 1 / 12, 1 / 12, 1 / 12], atol=1e-8)

# End to end: exact amplitude averaged over the 24 cube rotations (removes ranks 1 to 3)
rots = [np.eye(3)[list(pe)] * np.array(sg)[:, None] for pe in itertools.permutations(range(3))
        for sg in itertools.product((1, -1), repeat=3)]
rots = [R for R in rots if np.linalg.det(R) > 0]
for nf in (np.array([0.0, 0.6, 0.8]), n2):
    pots = [potentials(R @ (1e-3 * n1), R @ (1e-3 * nf)) for R in rots]
    split = []
    for k in range(2):
        Vav = sum(x[k] for x in pots) / len(rots)
        Vav = Vav - np.trace(Vav) / 4 * np.eye(4)
        ev = np.linalg.eigvalsh((Vav + dag(Vav)) / 2)
        assert np.ptp(ev[1:]) < 1e-5
        split.append(ev[1:].mean() - ev[0])
    assert abs(split[0] / (8 * pi / 3) - 1) < 2e-5 and abs(split[1] / (2 * pi) - 1) < 2e-5
c_ex, c_an = split[0] * dens0[0], split[1] * dens0[0]
assert abs(c_ex - 1 / 3) < 1e-4 and abs(c_an - 1 / 4) < 1e-4 and abs(c_ex + c_an - 7 / 12) < 1e-4

# Worked example, and Biot-Savart road in SI for the exchange part (g = 2)
alpha, mc2 = sc.fine_structure, sc.m_e * sc.c**2
unit = mc2 * alpha**4 / sc.h / 1e9
a_ps = 2 * sc.physical_constants['Bohr radius'][0]
muB = sc.physical_constants['Bohr magneton'][0]
zhat = np.array([0.0, 0.0, 1.0])
ang = sum(w * np.cross(np.cross(n, zhat), -n) for n, w in dirs)[2]
slope = quad(lambda x: -2 * np.exp(-2 * x) / pi, 0, np.inf)[0] / a_ps**3
field_per_moment = sc.mu_0 * ang * slope
ex_SI = field_per_moment * (2 * muB)**2 / sc.h / 1e9
assert abs(ex_SI / (unit / 3) - 1) < 1e-7
total = (1 / 3 + 1 / 4) * unit
assert abs((c_ex + c_an) * unit - total) < 0.05 and abs(total - 204.4) < 0.05

print(f"operator sign exchange / annihilation = {sign[(2,0,1,3)]:+.0f} / {sign[(2,3,1,0)]:+.0f}")
print(f"q^2 V_t spin-averaged at p = 0.01 m: {coulomb:.4f} alpha; -4 pi = {-4*pi:.4f}")
print(f"max error V_ss at p = 0.02, 0.01 m: {errs[0][0]:.3e}, {errs[1][0]:.3e} alpha/m^2")
print(f"max error V_ann at p = 0.02, 0.01 m: {errs[0][1]:.3e}, {errs[1][1]:.3e} alpha/m^2")
print(f"Fierz coefficients S, V, A, P, T = {coef[0,0].real:.3f}, {coef[1,1].real:.3f}, "
      f"{coef[5,5].real:.3f}, {coef[9,9].real:.3f}, {abs(coef[10,10]):.3f}")
for g in groups:
    one, two = (round(x.real, 9) + 0.0 for x in (np.trace(piece[g]) / 4, np.trace(piece[g] @ ss) / 12))
    print(f"piece {g} at rest: {one:+.3f} * 1 {two:+.3f} * s1.s2  (m^2)")
print(f"Fock model: m = 1, volume = 1, e = {e_model}")
for lam, (x0, x1, pr) in fock.items():
    print(f"lambda = {lam} m: triplet {x1:.5e} m, formula {pr:.5e} m, singlet {x0:.1e} m")
print(f"finite-difference E(1S), E(2S) = {En[0]:.6f}, {En[1]:.6f} m alpha^2")
print(f"|psi(0)|^2 1S = {dens0[0]:.7f}, 1/(8 pi) = {1/(8*pi):.7f} (m alpha)^3")
print(f"|psi(0)|^2 2S = {dens0[1]:.7f}, 1/(64 pi) = {1/(64*pi):.7f} (m alpha)^3")
print(f"contact splitting exchange = {split[0]:.5f}, 8 pi/3 = {8*pi/3:.5f} alpha/m^2")
print(f"contact splitting annihilation = {split[1]:.5f}, 2 pi = {2*pi:.5f} alpha/m^2")
print(f"numerical coefficients: {c_ex:.5f} + {c_an:.5f} = {c_ex+c_an:.5f}; 7/12 = {7/12:.5f} m alpha^4")
print(f"alpha = {alpha:.10e}, alpha^4 = {alpha**4:.7e}")
print(f"m c^2 = {mc2/sc.e:.3f} eV, m c^2/h = {mc2/sc.h:.7e} Hz")
print(f"m alpha^4 / h = {unit:.3f} GHz")
print(f"radius 2 a0 = {a_ps:.6e} m, |psi(0)|^2 = {1/(pi*a_ps**3):.6e} m^-3")
print(f"binding energy m alpha^2/4 = {mc2*alpha**2/4/sc.e:.4f} eV")
print(f"Biot-Savart angular factor = {-ang:.6f}")
print(f"field at origin from one Bohr magneton = {field_per_moment*muB:.4f} T")
print(f"exchange part by Biot-Savart = {ex_SI:.3f} GHz")
print(f"exchange shift singlet, triplet = {lev[0]*unit:.3f}, {lev[1]*unit:.3f} GHz")
print(f"exchange part m alpha^4/3 = {unit/3:.3f} GHz")
print(f"annihilation part m alpha^4/4 = {unit/4:.3f} GHz")
print(f"1S splitting = {total:.3f} GHz = {total*1e9*sc.h/sc.e*1e6:.2f} micro-eV")
print(f"1S splitting, fully numerical road = {(c_ex+c_an)*unit:.2f} GHz")
print(f"annihilation share = {unit/4/total:.4f}")
print(f"splitting / binding energy = {total*1e9*sc.h/(mc2*alpha**2/4):.4e}")
print(f"2S splitting = {total/8:.3f} GHz")
print(f"alpha times 1S splitting = {alpha*total:.2f} GHz")
print("all assertions hold")
```

Running it gives:

```
operator sign exchange / annihilation = -1 / +1
q^2 V_t spin-averaged at p = 0.01 m: -12.5659 alpha; -4 pi = -12.5664
max error V_ss at p = 0.02, 0.01 m: 1.196e-03, 2.991e-04 alpha/m^2
max error V_ann at p = 0.02, 0.01 m: 3.296e-03, 8.244e-04 alpha/m^2
Fierz coefficients S, V, A, P, T = 1.000, -0.500, -0.500, -1.000, 0.000
piece S at rest: -4.000 * 1 +0.000 * s1.s2  (m^2)
piece V at rest: -2.000 * 1 +0.000 * s1.s2  (m^2)
piece A at rest: +0.000 * 1 -2.000 * s1.s2  (m^2)
piece P at rest: +0.000 * 1 +0.000 * s1.s2  (m^2)
Fock model: m = 1, volume = 1, e = 0.003
lambda = 0.8 m: triplet 5.35696e-06 m, formula 5.35714e-06 m, singlet -5.8e-11 m
lambda = 3.0 m: triplet -3.60000e-06 m, formula -3.60000e-06 m, singlet -8.8e-13 m
finite-difference E(1S), E(2S) = -0.250000, -0.062500 m alpha^2
|psi(0)|^2 1S = 0.0397887, 1/(8 pi) = 0.0397887 (m alpha)^3
|psi(0)|^2 2S = 0.0049736, 1/(64 pi) = 0.0049736 (m alpha)^3
contact splitting exchange = 8.37757, 8 pi/3 = 8.37758 alpha/m^2
contact splitting annihilation = 6.28318, 2 pi = 6.28319 alpha/m^2
numerical coefficients: 0.33333 + 0.25000 = 0.58333; 7/12 = 0.58333 m alpha^4
alpha = 7.2973525643e-03, alpha^4 = 2.8357068e-09
m c^2 = 510998.951 eV, m c^2/h = 1.2355900e+20 Hz
m alpha^4 / h = 350.377 GHz
radius 2 a0 = 1.058354e-10 m, |psi(0)|^2 = 2.685077e+29 m^-3
binding energy m alpha^2/4 = 6.8028 eV
Biot-Savart angular factor = 0.666667
field at origin from one Bohr magneton = 2.0861 T
exchange part by Biot-Savart = 116.792 GHz
exchange shift singlet, triplet = -87.594, 29.198 GHz
exchange part m alpha^4/3 = 116.792 GHz
annihilation part m alpha^4/4 = 87.594 GHz
1S splitting = 204.387 GHz = 845.28 micro-eV
1S splitting, fully numerical road = 204.39 GHz
annihilation share = 0.4286
splitting / binding energy = 1.2425e-04
2S splitting = 25.548 GHz
alpha times 1S splitting = 1.49 GHz
all assertions hold
```
